Debye Length and Charge Neutrality of Dopant Gradients in Hot Silicon

**Problem**

A silicon layer is annealed at T = 1273 K. At this temperature take the intrinsic carrier density as n_i = 10¹⁹ cm⁻³ and the relative permittivity as ε_r = 11.7. The layer contains singly charged, fully ionized donors with the profile

N(x) = N_p / (1 + exp(x/ℓ)), N_p = 5 × 10¹⁹ cm⁻³.

The plateau lies at negative x. At large positive x the density falls as exp(−x/ℓ).

(a) Find the intrinsic Debye length, counting both electrons and holes.

(b) For ℓ = 20 nm, how much of the donor charge is left unbalanced by the carriers, and how large an error does the assumption of neutrality make in the donor flux?

(c) How do the answers change if "20 nm" means a different measure of the gradient, and where does neutrality fail?

**Solution**

**The equation for the potential**

Let q be the positive elementary charge, ψ the electrostatic potential and u = qψ/kT. The zero of ψ is placed where n = p = n_i. The carriers are taken to be in equilibrium and to obey Boltzmann statistics, so

n = n_i exp(u), p = n_i exp(−u).

The charge density is ρ = q(p − n + N), and Poisson's equation is ψ'' = −ρ/ε, with ε = ε_r ε₀. Inserting ψ = kT u/q and dividing by q gives

(ε kT/q²) u'' = n − p − N = 2n_i sinh u − N.

Now divide by 2n_i and define

L_D² = ε kT / (2q² n_i), s = N/(2n_i).

The result is

L_D² u'' = sinh u − s.

The factor 2 in L_D² arises because electrons and holes both respond to the potential. In intrinsic material and for small u, the equation is L_D² u'' = u, whose solutions decay as exp(−|x|/L_D).

**(a) The Debye length**

The thermal energy is kT = 0.1097 eV, so kT/q = 0.1097 V. In SI units n_i = 10²⁵ m⁻³, and

L_D² = 11.7 × 8.854 × 10⁻¹² × 0.1097 / (2 × 1.602 × 10⁻¹⁹ × 10²⁵) m² = 3.55 × 10⁻¹⁸ m².

Hence

L_D = 1.88 × 10⁻⁹ m = 1.88 nm.

If one carrier type alone screened, the length would be √2 times larger, 2.66 nm.

Doping shortens the screening length. In uniform material the neutral potential u₀ satisfies sinh u₀ = s. Put u = u₀ + v with small v. Since sinh(u₀ + v) ≈ s + v cosh u₀ and cosh u₀ = √(1 + s²),

L_D² v'' = √(1 + s²) v.

The decay length is therefore

λ = L_D / (1 + s²)^(1/4).

On the plateau s = 5/(2 × 1) = 2.5, which gives λ = 1.883 nm/7.25^(1/4) = 1.15 nm. A numerical solution of the full Poisson equation around a weak charged sheet gives decay lengths of 1.883 nm in intrinsic material and 1.148 nm on the plateau, in agreement with both formulas.

**(b) Unbalanced charge for ℓ = 20 nm**

If the profile varies slowly, the left side of the Poisson equation is small and the potential is close to its neutral value,

u₀(x) = asinh s(x).

Write u = u₀ + w. Because sinh u₀ = s at every point,

L_D² (u₀'' + w'') = sinh(u₀ + w) − sinh u₀.

For small w the right side is w cosh u₀. The profile varies on the scale ℓ, so L_D² w'' is smaller than w by a factor of order

r = (L_D/ℓ)².

Dropping that term leaves the leading correction

w ≈ L_D² u₀'' / √(1 + s²).

A bound follows without assuming that w is small. Let the profile become uniform at both ends, so that w tends to zero there. At a positive maximum of w, w'' ≤ 0, and so

sinh(u₀ + w) − sinh u₀ ≤ L_D² u₀''.

The slope of sinh is cosh, which is at least 1, so the left side is at least w. Thus w ≤ L_D² u₀'' at that point. At a negative minimum the same argument holds with all signs reversed. Together,

|w| ≤ L_D² max|u₀''|.

For ℓ = 20 nm the bound is 0.173 mV when expressed as a potential, and the full numerical solution has a largest error of 0.162 mV. Both are small beside kT/q = 109.7 mV. Doubling ℓ to 40 nm at fixed N_p reduces the largest error by a factor of 3.97, close to the factor 4 expected from the leading correction.

The charge follows from the Poisson equation itself:

ρ/(qN) = (s − sinh u)/s = −L_D² u''/s.

To see where this fraction is largest, replace u by u₀ and differentiate asinh s twice:

u₀' = s'/√(1 + s²),

u₀'' = s''/√(1 + s²) − s s'²/(1 + s²)^(3/2).

With f = N/N_p, the given profile has s' = −s(1 − f)/ℓ and s'' = s(1 − f)(1 − 2f)/ℓ². To leading order in r,

ρ/(qN) = −r [ (1 − f)(1 − 2f)/√(1 + s²) − s²(1 − f)²/(1 + s²)^(3/2) ].

The first term in the bracket lies between −1/8 and 1. The second, without its minus sign, lies between 0 and 2/(3√3) = 0.385. The bracket therefore lies between −0.51 and 1, and it approaches 1 in the far tail, where f and s vanish. At this order the relative charge has its largest magnitude in the tail. It is negative there. Because the far tail is nearly intrinsic, a small rise of u raises n and lowers p by almost equal amounts, so about half of this charge is extra electrons and half is missing holes. For f > 1/2 both contributions make ρ positive, mainly because electrons are missing there.

The tail can be solved without expanding in r. For s ≪ 1 the equation is linear,

L_D² u'' = u − s, s ∝ exp(−x/ℓ).

Try u = A s. Since s'' = s/ℓ², this gives A r = A − 1, so A = 1/(1 − r). A solution of the equation without the source, proportional to exp(−x/L_D), may be added, but for ℓ > L_D it dies out faster than s. Far into the tail,

|ρ|/(qN) = |s − u|/s = r/(1 − r).

For the example,

r = (1.883/20)² = 0.00887, r/(1 − r) = 0.0089.

About 0.9% of the local donor charge is unbalanced. To keep this fraction at a chosen value δ, set r/(1 − r) = δ, which gives r = δ/(1 + δ) and

ℓ = L_D √(1 + 1/δ).

For δ = 0.01 this is 1.883 nm × √101 = 18.9 nm. With the given n_i and ε_r, a 20 nm e-folding length thus meets a 1% criterion, but with so little to spare that modest changes in these values can break it.

**The error in the donor flux**

A positive donor diffuses and also drifts in the field E = −ψ' = −(kT/q)u'. With the Einstein relation, its mobility is qD/kT, where D is the donor diffusivity. The flux is

J = −D N' + (qD/kT) N E = −D (N' + N u').

Neutrality replaces u' by u₀' = s'/√(1 + s²) = N'/√(N² + 4n_i²). The flux becomes

J = −D h N', h = 1 + N/√(N² + 4n_i²).

The factor h rises from 1 at low doping towards 2 at high doping. The field pushes donors down their own gradient, because the more mobile electrons spread first and leave positive charge behind.

At x = 0, N = N_p/2 and s = 1.25, so

h = 1 + 1.25/√(1 + 1.25²) = 1.781.

Using u' from the full Poisson solution gives 1.780. For |x| ≤ 6ℓ the largest error of h is 0.16% of h, well below the largest charge fraction. In the tail the reason is direct: there N u'/N' = s/(1 − r), so the error of h is s r/(1 − r), which vanishes with s. The charge is least well balanced where the field matters least to the donors. The error of h is largest on the plateau side instead. There N_p − N ∝ exp(x/ℓ), and linearizing about the plateau as for the tail multiplies h − 1 by 1/(1 − r′), with r′ = (λ/ℓ)² = 0.0033. The error of h thus tends to r′/(1 − r′) × (h − 1)/h = 0.16%, although the charge fraction vanishes there.

**(c) Other meanings of 20 nm**

If the tail falls by a factor of 10 in 20 nm, then ℓ = 20 nm/ln 10 = 8.69 nm. If 20 nm is instead the distance over which N falls from 90% to 10% of N_p, the end points are x = −ℓ ln 9 and x = +ℓ ln 9, so ℓ = 20 nm/(2 ln 9) = 4.55 nm. The table gives full Poisson solutions with N_p, T, n_i and ε_r held fixed. The charge is relative to the local donor charge. The last column is relative to h and is taken over |x| ≤ 6ℓ; deeper into the plateau it tends to 0.16%, 0.86% and 3.3%.

| 20 nm is the | ℓ (nm) | largest charge | largest potential error (mV) | largest error of h |
|---|---|---|---|---|
| e-folding length | 20.00 | 0.89% | 0.16 | 0.16% |
| length per decade | 8.69 | 4.9% | 0.82 | 0.85% |
| 90–10% width | 4.55 | 21% | 2.7 | 3.3% |

The same label of 20 nm covers a factor of more than 20 in unbalanced charge. The flux factor is more tolerant: even in the last row its error is about 3%.

A periodic profile is a further case. Here let s stand for the net doping, donors minus acceptors, divided by 2n_i, so that it may change sign. The Poisson equation keeps its form, and the unbalanced fraction now refers to the net dopant charge. Let s = a cos kx with a ≪ 1, and try u = B s. Since s'' = −k² s, the linear equation gives −k²L_D² B = B − 1, so

B = 1/(1 + k²L_D²), unbalanced fraction = 1 − B = k²L_D²/(1 + k²L_D²).

For a full period of 20 nm, kL_D = 2π × 1.883/20 = 0.592, and the fraction is 0.350/1.350 = 26%. Neutrality is then a poor approximation, although the period is more than ten Debye lengths. The length to compare with L_D is 1/k, not the period.

**Where neutrality fails**

For ℓ < L_D the tail changes character. The solution proportional to exp(−x/L_D) now outlasts the donors, and the ratio of unbalanced charge to local donor charge grows without limit along the tail.

The extreme case is an abrupt step from uniform doping s on the left to zero on the right. Multiply the Poisson equation by u' and integrate on each side. On the right, u and u' vanish far away, so

L_D² u'²/2 = cosh u − 1.

On the left, u tends to asinh s and u' to zero, so

L_D² u'²/2 = cosh u − s u − √(1 + s²) + s asinh s.

There is no sheet charge at the step, so u and u' are continuous. Equating the two expressions at the step, where u = u_j, cancels cosh u_j and leaves

u_j = [1 − √(1 + s²) + s asinh s]/s.

For s = 2.5, u_j = 0.970, and the full numerical solution gives the same value. Just inside the doped side the unbalanced fraction is

1 − sinh(0.970)/2.5 = 0.55.

More than half of the donor charge is bare there. A charged surface also breaks neutrality. In intrinsic material a small disturbance falls to exp(−3), or 5%, of its surface value at a depth of 3L_D = 5.6 nm, which is a sizeable part of a 20 nm profile.

**The real anneal**

The temperature corresponds to a 1000 °C furnace step, and the plateau density is a rough value for a heavily doped shallow layer. The values of n_i and ε_r are rounded, n_i upwards: common estimates for silicon at this temperature are about 7 to 8 × 10¹⁸ cm⁻³, which with ε_r = 11.7 give a tail charge of 1.1 to 1.3%. The 1% criterion for ℓ = 20 nm fails once n_i is below about 9 × 10¹⁸ cm⁻³. With ε_r = 13 and n_i lower by 20%, L_D becomes 2.2 nm and r for ℓ = 20 nm rises to about 1.2%. The peak built-in field is 0.023 MV/cm. The carriers are in equilibrium in this field, with drift balancing diffusion, so it does not heat them. Their redistribution is fast: with a rough mobility of 50 cm²/Vs they diffuse over ℓ in about 7 × 10⁻¹³ s, against about 400 s for donors to diffuse over ℓ with a rough diffusivity of 10⁻¹⁴ cm²/s.

Other approximations cost more than neutrality does. With a rough density-of-states mass of 1.08 electron masses, Fermi statistics raise the field term h − 1 by 7 to 8% on the plateau, where holes screen little. There h − 1 = 5/√29 = 0.93, so h itself rises by 3 to 4%, far more than the 0.16% error due to neutrality. A larger change can come from D, which has been held fixed in comparing fluxes. In real silicon, donors move with the help of point defects, some of them charged. If singly negative defects carried all the motion, D would scale as n/n_i in Boltzmann statistics, a factor of 5.2 on the plateau. Donor clustering would reduce the ionized fraction and is also left out.

The continuum picture has its own limit. A sphere of radius L_D holds on average (4π/3)L_D³ × 2n_i = 0.56 intrinsic carriers, and two elementary charges a distance L_D apart have an unscreened interaction energy of 0.60 kT. The potential used here is therefore a mean-field quantity for densities averaged over planes, not the potential around one donor, and correlations between carriers are neglected without being small by this measure. They lower the band gap where the doping is high. In a rough Debye–Hückel estimate each band edge shifts by q²/(8πελ), about 0.5 kT on the plateau, growing as √(n + p). This lowers h − 1 there by roughly a quarter, more than Fermi statistics raise it, so the sign of the net correction to h is not fixed by the Fermi term alone. Quantum spreading of the carriers matters less at this gradient: for the valley-averaged conductivity mass of about 0.26 electron masses, it lowers the free-carrier response at wavenumber 1/ℓ by 0.06%, and by 0.08% for the transverse mass of 0.19.

Within the mean-field model, then, a Debye length of 1.9 nm does support neutrality for a 20 nm e-folding length, to about 1% of the local donor charge. That figure is not the accuracy of the transport model as a whole. The numerical output below lists the values used.

Numbers as computed

```
temperature: 1273 K
intrinsic density n_i: 1.00e+19 cm^-3
relative permittivity: 11.7
thermal energy kT: 0.1097 eV
Debye length L_D, both carriers: 1.883 nm = 1.883e-09 m
length if one carrier screens: 2.663 nm
decay length from Poisson, intrinsic: 1.883 nm
donor plateau N_p: 5.00e+19 cm^-3
s = N_p/(2 n_i): 2.50
screening length at plateau, formula: 1.148 nm
decay length from Poisson, plateau: 1.148 nm
e-folding length ell: 20.0 nm
ell/L_D: 10.62
r = (L_D/ell)^2: 0.887 %
tail charge r/(1-r): 0.895 %
ell for 1 % tail charge: 18.93 nm
bound on potential error: 0.173 mV
potential error ratio, ell 20 to 40 nm: 3.969
peak built-in field: 0.0234 MV/cm
h at mid-edge, neutral: 1.7809
h at mid-edge, full Poisson: 1.7796
20 nm read as e-fold: ell = 20.00 nm
  largest charge/dopant charge: 0.89 %
  largest potential error: 0.162 mV
  largest error of h: 0.16 %
20 nm read as decade: ell = 8.69 nm
  largest charge/dopant charge: 4.93 %
  largest potential error: 0.823 mV
  largest error of h: 0.85 %
20 nm read as 10-90% width: ell = 4.55 nm
  largest charge/dopant charge: 20.60 %
  largest potential error: 2.699 mV
  largest error of h: 3.25 %
20 nm as full period, charge fraction: 25.9 %
abrupt step, potential u_j from Poisson: 0.9702
abrupt step, potential u_j from formula: 0.9702
abrupt step, charge/dopant charge: 54.8 %
rough density-of-states mass: 1.08 m_e
electron density at plateau: 5.19e+19 cm^-3
band density N_c: 2.46e+20 cm^-3
degeneracy factor n/(dn/deta): 1.074
rough light mass: 0.26 m_e
quantum loss of response at 1/ell: 0.056 %
carriers in a sphere of radius L_D: 0.56
pair energy at L_D over kT: 0.60
rough mobility: 50 cm2/Vs
rough dopant diffusivity: 1e-14 cm2/s
dielectric relaxation time: 6.5e-15 s
dopant diffusion time over ell: 4.0e+02 s
L_D for eps_r 13 and n_i 20 % lower: 2.22 nm
```
